**Fermi hole of a determinant: explicit wavefunctions and the BH molecule**

For a single determinant with one-particle density matrix $\gamma$ and density $\rho(x)=\gamma(x,x)$, the hole is $h(x_1,x_2)=-|\gamma(x_1,x_2)|^2/\rho(x_1)$, where $x$ stands for position and spin. The program builds three-electron wavefunctions in a small discrete space, sums $|\Psi|^2$, and asserts that the resulting hole has this form, is nonpositive, sums to $-1$ and equals $-\rho(x_1)$ at coalescence. It also asserts that opposite-spin holes vanish for pure-spin orbitals, and that a two-determinant state has a partly positive hole for which the formula sums to $-1/2$. For BH in restricted Hartree–Fock with the cc-pVTZ basis, it compares the formula with quadrature of the explicit same-spin determinant and asserts the sum rule at five positions of the reference electron. Further assertions cover the quadratic growth of the conditional density along the bond axis, the quartic growth across it, and the exchange energy obtained from the hole. The output shows hole integrals of $-1.000000$ at all five positions, while the same-spin density there ranges from about $10^{-5}$ to 233 Å⁻³. The exchange energy is $-112.562$ eV both from the hole and from the exchange matrix.

## Verification by program

```python
"""
Fermi hole of a single determinant.

Result under test: with one-particle density matrix gamma(x1,x2), density
rho(x) = gamma(x,x) and pair density rho2(x1,x2) = N(N-1) int |Psi|^2,
    hole(x1,x2) = rho2(x1,x2)/rho(x1) - rho(x2) = -|gamma(x1,x2)|^2/rho(x1),
which is nonpositive, integrates to -1 over x2, and equals -rho(x1) at x2 = x1.
Here x is position and spin. Part one sums explicit three-electron
wavefunctions in a small discrete space; part two treats the BH molecule
in restricted Hartree-Fock. Internal units are atomic units.
"""
import itertools
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, dft

BOHR = physical_constants["Bohr radius"][0] * 1e10            # angstrom
HARTREE = physical_constants["Hartree energy in eV"][0]       # eV
rng = np.random.default_rng(7)


# ---------- Part one: explicit wavefunctions in a discrete space ----------
def determinant_tensor(orbitals):
    """Psi(x1,x2,x3) for all discrete coordinates; columns are orbitals."""
    dim, n = orbitals.shape
    places = np.array(list(itertools.product(range(dim), repeat=n)))
    values = np.linalg.det(orbitals[places]) / math.sqrt(math.factorial(n))
    return values.reshape((dim,) * n)


def reduce_wavefunction(psi):
    """Density, pair density, hole and density matrix, summed from Psi."""
    probability = np.abs(psi) ** 2
    assert abs(probability.sum() - 1) < 1e-12
    density = 3 * probability.sum(axis=(1, 2))
    pair = 6 * probability.sum(axis=2)
    hole = pair / density[:, None] - density[None, :]
    matrix = 3 * np.einsum("abc,dbc->ad", psi, psi.conj())
    return density, pair, hole, matrix


def random_orbitals(dim, n):
    raw = rng.normal(size=(dim, n)) + 1j * rng.normal(size=(dim, n))
    return np.linalg.qr(raw)[0]


# Coordinates 0-3: four sites with spin up; 4-7: same sites with spin down.
mixed = random_orbitals(8, 3)
density, pair, hole, matrix = reduce_wavefunction(determinant_tensor(mixed))
gamma = mixed @ mixed.conj().T
assert np.allclose(matrix, gamma, atol=1e-12)
assert np.allclose(matrix @ matrix, matrix, atol=1e-12)
assert np.allclose(hole, -np.abs(gamma) ** 2 / density[:, None], atol=1e-11)
assert hole.max() < 1e-11
assert np.all(hole >= -density[None, :] - 1e-11)
assert np.allclose(hole.sum(axis=1), -1, atol=1e-11)
assert np.allclose(np.diag(hole), -density, atol=1e-11)
same_spin_part = hole[0, :4].sum()
other_spin_part = hole[0, 4:].sum()
assert same_spin_part > -1 + 1e-3 and other_spin_part < -1e-3
print("Discrete three-electron states (pure numbers)")
print(f"spin-mixed determinant: largest hole value {hole.max():.5f}")
print(f"  hole sum, same spin {same_spin_part:.4f}, "
      f"other spin {other_spin_part:.4f}, both {hole[0].sum():.4f}")

# Two up electrons and one down electron in pure-spin orbitals.
pure = np.zeros((8, 3), dtype=complex)
pure[:4, :2] = random_orbitals(4, 2)
pure[4:, 2:] = random_orbitals(4, 1)
density, pair, hole, matrix = reduce_wavefunction(determinant_tensor(pure))
assert np.allclose(hole[:4, 4:], 0, atol=1e-10)
assert np.allclose(hole[4:, :4], 0, atol=1e-10)
assert np.allclose(hole[:4, :4].sum(axis=1), -1, atol=1e-10)
assert np.allclose(hole[4:, 4:].sum(axis=1), -1, atol=1e-10)
up, down = density[:4], density[4:]
total = up + down
pair_total = pair.reshape(2, 4, 2, 4).sum(axis=(0, 2))
ontop_total = np.diag(pair_total) / total - total
assert np.allclose(ontop_total, -(up**2 + down**2) / total, atol=1e-10)
print(f"pure-spin determinant: largest opposite-spin |hole| "
      f"{np.abs(hole[:4, 4:]).max():.1e}")

# Equal superposition of two determinants with no common orbital.
sites = np.eye(6)
psi = (determinant_tensor(sites[:, :3])
       + determinant_tensor(sites[:, 3:])) / math.sqrt(2)
density, pair, hole, matrix = reduce_wavefunction(psi)
formula_sum = (-np.abs(matrix) ** 2 / density[:, None]).sum(axis=1)
assert np.allclose(hole.sum(axis=1), -1, atol=1e-12)
assert np.allclose(np.diag(hole), -density, atol=1e-12)
assert hole.max() > 0.1
assert np.allclose(formula_sum, -0.5, atol=1e-12)
print(f"two-determinant state: largest hole value {hole.max():.4f}")
print(f"  true hole sum {hole[0].sum():.4f}, "
      f"sum of -|gamma|^2/rho {formula_sum[0]:.4f}")


# ---------- Part two: the BH molecule ----------
def run_hartree_fock(bond_angstrom):
    mol = gto.M(atom=[["B", (0, 0, 0)], ["H", (0, 0, bond_angstrom / BOHR)]],
                unit="Bohr", basis="cc-pvtz", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.kernel()
    assert mf.converged
    return mol, mf


search = minimize_scalar(lambda d: run_hartree_fock(d)[1].e_tot,
                         bounds=(1.0, 1.5), method="bounded",
                         options={"xatol": 1e-3})
bond = search.x
assert 1.05 < bond < 1.45
mol, mf = run_hartree_fock(bond)
occupied = mf.mo_coeff[:, mf.mo_occ > 0]
assert occupied.shape[1] == 3


def orbitals_at(points):
    return mol.eval_gto("GTOval_sph", np.atleast_2d(points)) @ occupied


def hole_potential_times_density(points):
    """int |gamma(r1,r2)|^2 / r12 dr2 at each r1, one spin."""
    result = []
    for start in range(0, len(points), 1000):
        block = np.ascontiguousarray(points[start:start + 1000])
        attraction = mol.intor("int1e_grids", grids=block)
        vector = orbitals_at(block) @ occupied.T
        half = np.einsum("pab,pb->pa", attraction, vector)
        result.append(np.einsum("pa,pa->p", half, vector))
    return np.concatenate(result)


def make_grid(level):
    grid = dft.gen_grid.Grids(mol)
    grid.level = level
    grid.build()
    return grid.coords, grid.weights


coords, weights = make_grid(4)
grid_orbitals = orbitals_at(coords)
print("BH, restricted Hartree-Fock, cc-pVTZ; B at z = 0, H at z > 0")
print(f"bond length of lowest energy: {bond:.3f} angstrom")
print(f"total energy: {mf.e_tot * HARTREE:.3f} eV")
print("orbital energies 1s,2s,3s (sigma): "
      + ", ".join(f"{e * HARTREE:.2f}" for e in mf.mo_energy[:3]) + " eV")

places = [("B nucleus", 0.0), ("lone-pair side", -0.8),
          ("bond midpoint", bond / 2), ("H nucleus", bond),
          ("far outside", -4.0)]
for name, z in places:
    point = np.array([[0.0, 0.0, z / BOHR]])
    values = orbitals_at(point)[0]
    rho = values @ values
    hole_on_grid = -(grid_orbitals @ values) ** 2 / rho
    integral = weights @ hole_on_grid
    assert abs(integral + 1) < 1e-4        # quadrature error of the grid
    charge = weights * hole_on_grid / integral
    center = charge @ coords
    width = math.sqrt(charge @ ((coords - center) ** 2).sum(axis=1))
    energy = -0.5 * hole_potential_times_density(point)[0] / rho
    shares = values**2 / rho
    print(f"{name}: z {z:.3f} angstrom, "
          f"same-spin density {rho / BOHR**3:.4e} per angstrom^3")
    print(f"  hole integral {integral:.6f}, centroid z "
          f"{center[2] * BOHR:.3f}, rms width {width * BOHR:.3f} angstrom")
    print(f"  half interaction {energy * HARTREE:.2f} eV; orbital shares "
          + ", ".join(f"{s:.4f}" for s in shares))

# Conditional density from the explicit determinant of three same-spin electrons.
reference = np.array([0.0, 0.0, bond / 2 / BOHR])
first = orbitals_at(reference)[0]
rho_first = first @ first
print("Reference at bond midpoint, second electron shifted toward H")
print("shift (angstrom); same-spin density, hole, remainder (per angstrom^3)")
for shift in (0.0, 0.1, 0.2, 0.4, 0.6, 1.0, 1.5):
    second = orbitals_at(reference + [0, 0, shift / BOHR])[0]
    rows = np.empty((len(weights), 3, 3))
    rows[:, 0], rows[:, 1], rows[:, 2] = first, second, grid_orbitals
    psi_squared = np.linalg.det(rows) ** 2 / math.factorial(3)
    pair_density = 6 * (weights @ psi_squared)
    remainder = pair_density / rho_first
    rho_second = second @ second
    hole_formula = -(first @ second) ** 2 / rho_first
    assert abs(remainder - rho_second - hole_formula) < 1e-5
    print(f"  {shift:.1f}; {rho_second / BOHR**3:.5f}, "
          f"{hole_formula / BOHR**3:.5f}, {remainder / BOHR**3:.5f}")


# Growth of the conditional density close to coalescence.
def mean_remainder(direction, step):
    """Average over +step and -step, which removes odd powers of step."""
    result = 0.0
    for sign in (1, -1):
        second = orbitals_at(reference + sign * step * direction)[0]
        result += 0.5 * (second @ second - (first @ second) ** 2 / rho_first)
    return result


along, across = np.array([0, 0, 1.0]), np.array([1.0, 0, 0])
gradient = mol.eval_gto("GTOval_sph_deriv1", reference[None, :])
slope = (gradient[3] @ occupied)[0]
coefficient = sum((first[i] * slope[j] - first[j] * slope[i]) ** 2
                  for i, j in itertools.combinations(range(3), 2)) / rho_first
step = 0.01
measured = mean_remainder(along, step) / step**2
assert abs(measured / coefficient - 1) < 1e-2    # next order in step
ratio_along = mean_remainder(along, 2 * step) / mean_remainder(along, step)
ratio_across = mean_remainder(across, 2 * step) / mean_remainder(across, step)
assert abs(ratio_along - 4) < 0.05
assert abs(ratio_across - 16) < 0.3
print(f"quadratic coefficient along axis: formula "
      f"{coefficient / BOHR**5:.5f}, from small shift "
      f"{measured / BOHR**5:.5f} per angstrom^5")
print(f"growth on doubling a small shift: along axis {ratio_along:.3f}, "
      f"across axis {ratio_across:.3f}")

# Exchange energy: interaction with the hole against the exchange matrix.
coords3, weights3 = make_grid(3)
exchange_hole = -(weights3 @ hole_potential_times_density(coords3))
dm = mf.make_rdm1()
exchange_matrix = -0.25 * np.einsum("ab,ba->", dm, mf.get_k(mol, dm))
assert abs(exchange_hole - exchange_matrix) < 5e-4   # quadrature error
print(f"exchange energy from hole: {exchange_hole * HARTREE:.3f} eV")
print(f"exchange energy from exchange matrix: "
      f"{exchange_matrix * HARTREE:.3f} eV = {exchange_matrix:.5f} hartree")
print("every check passed")
```

Running it gives:

```
Discrete three-electron states (pure numbers)
spin-mixed determinant: largest hole value -0.00091
  hole sum, same spin -0.7242, other spin -0.2758, both -1.0000
pure-spin determinant: largest opposite-spin |hole| 1.1e-16
two-determinant state: largest hole value 0.5000
  true hole sum -1.0000, sum of -|gamma|^2/rho -0.5000
BH, restricted Hartree-Fock, cc-pVTZ; B at z = 0, H at z > 0
bond length of lowest energy: 1.222 angstrom
total energy: -683.821 eV
orbital energies 1s,2s,3s (sigma): -209.07, -17.72, -9.44 eV
B nucleus: z 0.000 angstrom, same-spin density 2.3268e+02 per angstrom^3
  hole integral -1.000000, centroid z -0.003, rms width 0.278 angstrom
  half interaction -64.54 eV; orbital shares 0.9632, 0.0230, 0.0137
lone-pair side: z -0.800 angstrom, same-spin density 3.0217e-01 per angstrom^3
  hole integral -1.000000, centroid z -0.457, rms width 1.175 angstrom
  half interaction -9.34 eV; orbital shares 0.0009, 0.0408, 0.9583
bond midpoint: z 0.611 angstrom, same-spin density 6.5039e-01 per angstrom^3
  hole integral -1.000000, centroid z 0.925, rms width 0.873 angstrom
  half interaction -11.96 eV; orbital shares 0.0103, 0.8315, 0.1582
H nucleus: z 1.222 angstrom, same-spin density 1.4133e+00 per angstrom^3
  hole integral -1.000000, centroid z 0.895, rms width 0.937 angstrom
  half interaction -12.48 eV; orbital shares 0.0000, 0.7388, 0.2612
far outside: z -4.000 angstrom, same-spin density 1.0580e-05 per angstrom^3
  hole integral -1.000000, centroid z -0.354, rms width 1.235 angstrom
  half interaction -2.00 eV; orbital shares 0.0000, 0.0031, 0.9969
Reference at bond midpoint, second electron shifted toward H
shift (angstrom); same-spin density, hole, remainder (per angstrom^3)
  0.0; 0.65039, -0.65039, 0.00000
  0.1; 0.68807, -0.68571, 0.00237
  0.2; 0.74282, -0.73709, 0.00573
  0.4; 0.97040, -0.95487, 0.01553
  0.6; 1.42082, -1.38550, 0.03532
  1.0; 0.26889, -0.25688, 0.01200
  1.5; 0.03219, -0.02932, 0.00287
quadratic coefficient along axis: formula 0.47626, from small shift 0.47676 per angstrom^5
growth on doubling a small shift: along axis 4.013, across axis 15.990
exchange energy from hole: -112.562 eV
exchange energy from exchange matrix: -112.562 eV = -4.13657 hartree
every check passed
```
